Why the PBE0 mixing fraction moves electron-gas levels but not its energy

Suppose the mixing fraction of a hybrid functional is varied for a uniform electron gas, and the total energy is watched to see whether the choice matters. The energy does not respond, and the fraction seems harmless. Yet at 100 electrons per nm³, raising it from 0 to 0.25 widens the occupied band from 7.86 to 9.50 eV. A reader of total energies and a reader of band structures would draw opposite conclusions from the same calculation.

Both observations are correct, within limits. The total energy is independent of the mixing fraction for the filled Fermi sphere, not for every determinant of plane waves. And one orbital energy does stay fixed, the one at the Fermi wavenumber; all the others move.

**The model**

Take an unpolarized, infinite gas of density n on a uniform positive background that cancels the classical electrostatic energy. Formulas are in Hartree atomic units. Each plane wave k has occupation f(k), the same for both spins, so

n = 2 ∫ d³k/(2π)³ f(k).

PBE0 replaces a fraction a of PBE exchange by Fock exchange; its standard value is a = 0.25, and here 0 ≤ a ≤ 1. The energy per volume is

E/V = 2 ∫ d³k/(2π)³ f(k) k²/2 + a X[f] + (1−a) n e_x(n) + n e_c(n),

where e_x and e_c are the PBE exchange and correlation energies per electron. The Fock energy per volume is

X[f] = −∫∫ d³k d³k'/(2π)⁶ f(k) f(k') 4π/|k−k'|².

The factor 1/2 for counting pairs has cancelled the factor 2 for the two spins. With the exchange potential

Σ(k) = −∫ d³k'/(2π)³ f(k') 4π/|k−k'|²,

this is X = ∫ d³k/(2π)³ f(k) Σ(k).

Plane waves are eigenfunctions of the Fock operator in a uniform gas, and of any constant potential. Changing a therefore leaves the orbitals alone. It could alter only their energies and, through the order of those energies, their filling.

**Exchange in the filled sphere**

Let f = 1 for k < k_F and 0 beyond, so that n = k_F³/(3π²). With μ the cosine of the angle between k and k', and q = |k'|, the angular integral is

2π ∫₋₁¹ dμ/(k²+q²−2kqμ) = (2π/(kq)) ln|(k+q)/(k−q)|.

Multiplying by −4πq²/(2π)³ and integrating over q gives

Σ(k) = −(1/(πk)) ∫₀^{k_F} q ln|(k+q)/(k−q)| dq.

An antiderivative of the integrand is kq + ½(q²−k²) ln|(k+q)/(k−q)|: differentiating the logarithm produces −k, which cancels the derivative of kq. It vanishes at q = 0. With x = k/k_F,

Σ(k) = −(2k_F/π) F(x),

F(x) = 1/2 + ((1−x²)/(4x)) ln|(1+x)/(1−x)|.

The energy needs the integral of x²F from 0 to 1. The constant term gives 1/6. The other term is

¼ ∫₀¹ (x−x³) ln((1+x)/(1−x)) dx.

Integrate by parts, using −(1−x²)²/4 as the antiderivative of x−x³. The boundary terms vanish, and since the logarithm has derivative 2/(1−x²), what remains is

¼ · ½ ∫₀¹ (1−x²) dx = 1/12.

The sum is 1/6 + 1/12 = 1/4, so

X = (1/(2π²)) ∫₀^{k_F} k² Σ(k) dk = −(k_F⁴/π³)(1/4) = −k_F⁴/(4π³).

Dividing by n gives −3k_F/(4π) per electron.

In a uniform gas the density gradient is zero, and PBE exchange reduces to the local density form. That form is built from the exchange energy just calculated, so

e_x = −3k_F/(4π).

Define the difference between the two kinds of exchange as D[f] = X[f] − n e_x(n). The mixing fraction enters the total energy only through aD, and D = 0 for the filled sphere at every density. That is why the energy does not respond.

At 100 electrons per nm³, k_F = 14.36 nm⁻¹, and both exchange energies are −4.936 eV per electron. Adding the kinetic and correlation energies gives

4.714 − 4.936 − 1.093 = −1.316 eV per electron (from unrounded terms),

the same for a = 0, 0.25 and 0.5.

**Why the levels still move**

An orbital energy measures how the total energy responds when one occupation changes. Vary f(k) by δf(k). Because the kernel of X is symmetric in k and k', the two factors f contribute equally:

δX = 2 ∫ d³k/(2π)³ δf(k) Σ(k).

The density changes by δn = 2 ∫ d³k/(2π)³ δf(k). Each orbital energy is the coefficient of its share of δn:

ε(k) = k²/2 + a Σ(k) + (1−a) v_x + v_c,

with v_c = d(n e_c)/dn. Since n e_x varies as n^{4/3},

v_x = d(n e_x)/dn = (4/3) e_x = −k_F/π.

The response of a level to the mixing fraction is therefore

∂ε/∂a = Σ(k) − v_x = (k_F/π)(1 − 2F(x)).

The same expression is the first-order change of D per electron added at k. This is the centre of the matter: D is zero on the family of filled spheres, but a quantity can vanish along a line without its derivative vanishing in directions that leave the line. The total energy samples D on the line. The orbital energies sample its derivative in every direction.

One direction does stay on the line. Enlarging the sphere adds electrons at k_F, and D remains zero, so Σ(k_F) must equal v_x. Indeed F(1) = 1/2, and both potentials are −6.582 eV here. The level at k_F is pinned.

In physical terms, Fock exchange favours an electron whose wavevector is close to many occupied ones, because the interaction is weighted by 1/|k−k'|². An electron at the centre of the sphere gains most and one far outside gains little. The local potential gives every electron the same value, the one appropriate at k_F.

**The shape of the shift**

To see that no other level is pinned, expand the logarithm. For x < 1 it equals 2(x + x³/3 + x⁵/5 + …). After multiplication by (1−x²)/(4x), the coefficient of x^{2m} is ½[1/(2m+1) − 1/(2m−1)] = −1/(4m²−1), so

F(x) = 1 − Σₘ x^{2m}/(4m²−1), with m = 1, 2, 3, …

For x > 1 the logarithm is the same series in 1/x, and the same collection of terms gives

F(x) = Σₘ x^{−2m}/(4m²−1).

Thus F falls steadily from 1 at the band bottom, through 1/2 at k_F, towards 0. As a grows, levels inside the sphere sink and levels outside rise. The slope changes at every k > 0; at k = 0 it stays zero by symmetry. Because k²/2 and Σ(k) both increase with k, the filled sphere remains the lowest filling of its own levels for every a in the range considered.

These are the levels in eV, with the average electrostatic potential as zero:

k/k_F = 0: −7.848 (a = 0), −9.494 (a = 0.25)
k/k_F = 0.5: −5.884, −7.240
k/k_F = 1: 0.008, 0.008
k/k_F = 2: 23.576, 24.931

The near-zero Fermi level is a feature of this density, where 7.856 − 6.582 − 1.267 eV almost cancels. The shifts at k/k_F = 0.5 and 2 are equal and opposite to within rounding, because the two series give F(x) + F(1/x) = 1.

The occupied width grows by

a (2k_F/π)(F(0) − F(1)) = a k_F/π,

which is 0.25 × 6.582 = 1.645 eV at a = 0.25, or 21% of the width at a = 0.

Close to k_F the change is sharper. Write L = ln|(1+x)/(1−x)|. Differentiating F gives

F'(x) = −((1+x²)/(4x²)) L + 1/(2x),

which tends to −(L−1)/2 near x = 1, with L ≈ ln(2/|1−x|). Since dε/dk = k − (2a/π)F'(x), the slope there is

dε/dk ≈ k_F + (a/π)[ln(2/|1−x|) − 1].

It diverges logarithmically for any a > 0. For a = 0.25, a/(πk_F) is the width gain divided by twice the Fermi energy, 1.645/15.71 = 0.105. At x = 0.999 the bracket is 6.60, so the slope is about 1.69 times its value at a = 0, in agreement with the directly computed ratio of 1.693.

**How the sum of levels stays consistent**

If nearly all occupied levels sink, the total energy can stay fixed only because it is not their sum. From X = ∫ d³k/(2π)³ f Σ, the mean of Σ over occupied states is 2e_x. The mean level therefore moves by

a (2e_x − (4/3)e_x) = (2/3) a e_x.

The interaction energy counted twice in the mean level is

a e_x + (1−a)(v_x − e_x) + v_c − e_c = e_x/3 + (2/3) a e_x + v_c − e_c.

It moves by the same amount, and the difference is constant. For a = 0.25 the movement is (2/3)(0.25)(−4.936) = −0.823 eV. The mean level goes from −3.135 to −3.958 eV and the double counting from −1.819 to −2.642 eV; subtracting gives −1.316 eV each time.

**Where the invariance fails**

Other plane-wave determinants can have D different from zero. Empty the sphere below 0.5 k_F and put those electrons in a shell reaching to 1.040 k_F. The density is unchanged and uniform, so PBE exchange is still −4.936 eV per electron, but Fock exchange weakens to −4.455 eV. The cost of this rearrangement rises from 0.875 eV per electron at a = 0 to 0.995 eV at a = 0.25. An excitation energy thus depends on a even though the energy of the filled sphere does not. Determinants with spin or charge waves are outside the statement altogether.

A finite periodic cell breaks the invariance numerically. With cubic cells, closed shells of plane waves and an Ewald correction for the omitted zero-wavevector term, Fock exchange differs from PBE exchange by −0.097 eV per electron for 358 electrons and by −0.019 eV for 3006. These are 2.0% and 0.4% of the exchange energy. A dependence on a of this origin is a sampling error.

Warm occupations at room temperature matter much less in absolute terms. Filling the free-electron levels at 300 K opens a difference of 0.00055 eV per electron, which enters the energy multiplied by a as long as that filling is kept. This is not small beside the thermal energy itself, 0.00021 eV per electron for free electrons. If the filling follows the levels of the hybrid at a = 0.25, the steeper slope near k_F lowers the difference to 0.00022 eV and the electronic entropy by about 40%, so thermal quantities do depend on a.

**Beside a real metal**

The density used is roughly that of the valence electrons in a good metal, but at least two things separate these numbers from those of a real metal. The first is that a metal's density is not uniform. At a reduced gradient |∇n|/(2k_F n) = 0.5, the PBE gradient contribution is −0.25 eV per electron, 5% of the exchange energy. Fock exchange also changes in a nonuniform density, so this number is the size of the gradient term alone. The difference between the two kinds of exchange can be much smaller and has to be calculated for the metal in question.

The second is screening, which PBE0 lacks even for the uniform gas. Mobile electrons weaken the exchange interaction at long range, while the functional keeps it bare. Replacing 4π/|k−k'|² in Σ by the static Thomas-Fermi form 4π/(|k−k'|²+κ²), with κ² = 4k_F/π and a screening length 1/κ of 0.054 nm, cuts the widening at a = 0.25 from 1.65 to 0.12 eV. It also removes the divergent slope, since the interaction no longer diverges at k' = k. The widening thus depends strongly on how the exchange interaction is screened, and the value of 1.65 eV is not a prediction for a metal's measured band.

For the uniform gas, then, an unchanged energy of the filled sphere is no evidence that the mixing fraction is harmless. The sensitivity appears in quantities that depend on how the energy responds to a change of occupations: band width, slope at the Fermi level and excitation energies. At a = 0.5 the width reaches 11.15 eV with the same total energy.

Values computed for the example and the checks

```
density: 100.0 nm^-3
Fermi wavenumber kF: 14.360 nm^-1
free-electron Fermi energy: 7.856 eV
kinetic energy per electron: 4.7136 eV
Fock exchange per electron: -4.9363 eV
PBE exchange per electron: -4.9363 eV
PBE correlation per electron: -1.0930 eV
PBE exchange potential: -6.5818 eV
PBE correlation potential: -1.2667 eV
Fock potential at kF: -6.5818 eV
a=0.00 total energy per electron: -1.3157 eV
a=0.00 mean occupied level: -3.1348 eV
a=0.00 double counting: -1.8191 eV
a=0.00 occupied width: 7.8560 eV
a=0.25 total energy per electron: -1.3157 eV
a=0.25 mean occupied level: -3.9576 eV
a=0.25 double counting: -2.6418 eV
a=0.25 occupied width: 9.5015 eV
a=0.50 total energy per electron: -1.3157 eV
a=0.50 mean occupied level: -4.7803 eV
a=0.50 double counting: -3.4646 eV
a=0.50 occupied width: 11.1469 eV
levels at k/kF=0.0, a=0, 0.25, 0.5: -7.848, -9.494, -11.139 eV
levels at k/kF=0.5, a=0, 0.25, 0.5: -5.884, -7.240, -8.596 eV
levels at k/kF=1.0, a=0, 0.25, 0.5: 0.008, 0.008, 0.008 eV
levels at k/kF=1.5, a=0, 0.25, 0.5: 9.828, 10.931, 12.034 eV
levels at k/kF=2.0, a=0, 0.25, 0.5: 23.576, 24.931, 26.287 eV
slope(a=0.25)/slope(a=0) at k/kF=0.9: 1.254
slope(a=0.25)/slope(a=0) at k/kF=0.99: 1.459
slope(a=0.25)/slope(a=0) at k/kF=0.999: 1.693
hollow sphere inner, outer k/kF: 0.500, 1.040
hollow sphere Fock exchange per electron: -4.4549 eV
a=0.00 hollow minus filled, per electron: 0.8751 eV
a=0.25 hollow minus filled, per electron: 0.9954 eV
a=0.50 hollow minus filled, per electron: 1.1158 eV
cell of 358 electrons, Fock-PBE exchange: -0.0969 eV
cell of 3006 electrons, Fock-PBE exchange: -0.0186 eV
thermal energy at 300 K: 0.02585 eV
Fock-PBE exchange per electron at 300 K: 5.50e-04 eV
width gain at a=0.25, bare Coulomb: 1.6454 eV
width gain at a=0.25, screened: 0.1247 eV
Thomas-Fermi screening length: 0.0538 nm
PBE gradient part at s=0.5, per electron: -0.2536 eV
```
